# Wavelength scaling of inverse-bremsstrahlung absorption in a laser-produced plasma

**Q.** I am told that a plasma absorbs 10.6 µm light over a length about 100 times longer than 1.064 µm light. Yet free electrons usually absorb long waves more strongly. What is being compared?

**A.** Two plasmas of different density. Let $n$ be the electron density and $n_c=\epsilon_0m\omega^2/e^2$ the critical density, at which the plasma frequency equals the light frequency $\omega$. The comparison holds fixed the fraction $f=n/n_c<1$, the electron temperature $T$ (in energy units), the mean ion charge $Z$ and the Coulomb logarithm $L$. Since $n_c\propto\omega^2$, the plasma for the longer wavelength is much thinner. At equal density the ordering may differ, so we need the absorption law first.

I take a uniform, unmagnetised plasma with heavy, fixed ions that scatter independently, and nonrelativistic classical electrons. Absorption by bound electrons is left out.

**Q.** Then begin with one electron and one ion. How much forward momentum is lost?

**A.** Write $k=e^2/(4\pi\epsilon_0)$. An electron of speed $v$ and impact parameter $b$ is deflected through $\theta$ at constant final speed, so its momentum changes by $2mv\sin(\theta/2)$ along the symmetry axis of the orbit. Measure the polar angle $\varphi$ from that axis. Angular momentum conservation, $r^2\dot\varphi=vb$, turns the time integral of the force into an angular one:

$$
\int\frac{Zk}{r^2}\cos\varphi\,dt=\frac{Zk}{vb}\int_{-\varphi_0}^{\varphi_0}\cos\varphi\,d\varphi=\frac{2Zk}{vb}\sin\varphi_0 .
$$

For attraction the orbit sweeps $2\varphi_0=\pi+\theta$, so $\sin\varphi_0=\cos(\theta/2)$. Equating the two expressions gives

$$
\tan\frac{\theta}{2}=\frac{b_0}{b},\qquad b_0=\frac{Zk}{mv^2}.
$$

The fraction of forward momentum lost is $1-\cos\theta=2\sin^2(\theta/2)=2b_0^2/(b^2+b_0^2)$. Summing over impact parameters,

$$
\sigma_{\rm tr}=\int_0^{b_{\max}}\frac{2b_0^2}{b^2+b_0^2}\,2\pi b\,db
=2\pi b_0^2\ln\!\left(1+\frac{b_{\max}^2}{b_0^2}\right)\approx4\pi b_0^2L,
$$

with $L=\ln(b_{\max}/b_0)$ and $b_{\max}\gg b_0$. Neutrality sets the ion density to $n/Z$, so the momentum-loss rate is

$$
\nu(v)=\frac nZ\,v\,\sigma_{\rm tr}=\frac{A}{v^3},\qquad A=\frac{4\pi Znk^2L}{m^2}.
$$

Here $L$ is treated as independent of $v$.

**Q.** That rate diverges for slow electrons. How can you assign one collision frequency to the plasma?

**A.** By computing the current. Let the field be $Ee^{-i\omega t}$ along $z$, and write the velocity distribution as $F_0(v)+(v_z/v)F_1(v)e^{-i\omega t}$. Elastic collisions leave $F_0$ unchanged. They damp the directed part at the rate $\nu(v)$, because each collision multiplies the mean direction cosine by $\cos\theta$. The force is $-eE$, and $\partial F_0/\partial v_z=(v_z/v)F_0'$. To first order in $E$ the kinetic equation is therefore

$$
-i\omega F_1-\frac{eE}{m}F_0'=-\nu F_1
\quad\Rightarrow\quad
F_1=\frac{eE}{m}\frac{F_0'}{\nu-i\omega}.
$$

Spatial variation of the wave has been dropped, since electrons move much more slowly than light. The current is $-e\int v_zF\,d^3v$. The angular average of $v_z^2/v^2$ is $1/3$, so the conductivity is

$$
\sigma=-\frac{4\pi e^2}{3m}\int_0^\infty\frac{v^3F_0'}{\nu(v)-i\omega}\,dv .
$$

Its real part contains $\nu/(\nu^2+\omega^2)$. For $\nu\ll\omega$ this becomes $\nu/\omega^2$, and the product $v^3\nu=A$ leaves the integral:

$$
\operatorname{Re}\sigma\approx-\frac{4\pi e^2A}{3m\omega^2}\int_0^\infty F_0'\,dv
=\frac{4\pi e^2A}{3m\omega^2}F_0(0).
$$

The divergence has gone: the absorption depends on the distribution at zero velocity, which is finite. For a Maxwellian, $F_0(0)=n(m/2\pi T)^{3/2}$. Defining $\nu$ without an argument by $\operatorname{Re}\sigma=ne^2\nu/(m\omega^2)$,

$$
\nu=\frac{4\pi}{3}\,\frac{4\pi Znk^2L}{m^2}\left(\frac{m}{2\pi T}\right)^{3/2}
=\frac{4\sqrt{2\pi}}{3}\frac{Znk^2L}{m^{1/2}T^{3/2}} .
$$

**Q.** And how does this become a length?

**A.** Ampère's law contains $\sigma E-i\omega\epsilon_0E=-i\omega\epsilon_0\varepsilon E$, with $\varepsilon=1+i\sigma/(\epsilon_0\omega)$. The field varies as $\exp(i\omega\sqrt\varepsilon\,z/c)$. Put $\sqrt\varepsilon=N+iK$. Intensity is quadratic in the field, so its absorption coefficient is $\kappa=2\omega K/c$. Squaring the root gives $2NK=\operatorname{Im}\varepsilon=\operatorname{Re}\sigma/(\epsilon_0\omega)$, hence

$$
\kappa=\frac{\operatorname{Re}\sigma}{\epsilon_0cN}.
$$

To find $N$, use the collisionless current. Integration by parts gives $\int v^3F_0'dv=-3\int v^2F_0dv=-3n/(4\pi)$, so $\operatorname{Im}\sigma\approx ne^2/(m\omega)$. Then $\operatorname{Re}\varepsilon=1-ne^2/(\epsilon_0m\omega^2)=1-f$. If $f\nu/\omega\ll1-f$, we may take $N=\sqrt{1-f}$, and

$$
\kappa=\frac{ne^2}{\epsilon_0m\omega^2}\frac{\nu}{c\sqrt{1-f}}
=\frac{f\nu}{c\sqrt{1-f}},\qquad
\boxed{\ell=\frac1\kappa=\frac{c\sqrt{1-f}}{f\nu}} .
$$

**Q.** Now settle the wavelength dependence, including the equal-density case.

**A.** With $\omega=2\pi c/\lambda$, $n_c=4\pi^2\epsilon_0mc^2/(e^2\lambda^2)$. At fixed $f,T,Z,L$, the collision frequency is proportional to $n=fn_c$, so $\nu\propto\lambda^{-2}$ and $\ell\propto\lambda^2$. The ratio is

$$
\frac{\ell_{10.6}}{\ell_{1.064}}=\left(\frac{10.6}{1.064}\right)^2=99.25 .
$$

The electrons respond to the two waves with the same refractive index, but meet 99 times fewer ions per unit volume at the longer wavelength.

At fixed $n,T,Z,L$, instead, $\nu$ is fixed and $f\propto\lambda^2$. For $f\ll1$ this gives $\ell\propto\lambda^{-2}$, which is the behaviour you had in mind. The two statements agree because they compare different plasmas.

**Q.** Put in numbers. I want to see whether this length matters in a plasma of realistic size.

**A.** Take $T=30$ eV, $Z=10$, $L=3$ and $f=0.1$. For 1.064 µm, $n_c=9.848\times10^{20}$ cm$^{-3}$, so $n=9.848\times10^{19}$ cm$^{-3}$ and $\nu=5.225\times10^{13}$ s$^{-1}$. Then

$$
\ell=\frac{(2.998\times10^8\ \text{m/s})\sqrt{0.9}}{0.1\,(5.225\times10^{13}\ \text{s}^{-1})}=54.4\ \text{µm}.
$$

For 10.6 µm, $n=9.922\times10^{17}$ cm$^{-3}$ and $\nu=5.265\times10^{11}$ s$^{-1}$, which gives $\ell=5402$ µm, or 5.4 mm. A uniform layer 100 µm thick absorbs $1-e^{-100/54.4}=84\%$ of the shorter wavelength and $1-e^{-100/5402}=1.8\%$ of the longer.

If both waves cross the thinner plasma, of density $9.922\times10^{17}$ cm$^{-3}$, the lengths are 565 mm at 1.064 µm and 5.4 mm at 10.6 µm. The ratio is now 0.0096, with $L=3$ for both waves.

**Q.** With 1.8% absorbed, a 10.6 µm laser would hardly heat anything. Something must be missing.

**A.** The denser plasma closer to $n_c$ is missing. At fixed wavelength $\nu\propto f$, so $\ell\propto\sqrt{1-f}/f^2$. Going from $f=0.1$ to $0.9$ changes the length to

$$
5402\ \text{µm}\times\frac{\sqrt{0.1}/0.9^2}{\sqrt{0.9}/0.1^2}=22.2\ \text{µm}.
$$

A density ramp includes this region. Let $f=e^{-z/H}$, with the critical surface at $z=0$, and let light enter at normal incidence and return after reflection. Let $\nu_c$ be the collision frequency at $n_c$, so $\nu=f\nu_c$ and $\kappa=(\nu_c/c)f^2/\sqrt{1-f}$. Since $dz=-H\,df/f$, the optical depth for both passes is

$$
\tau=\frac{2\nu_cH}{c}\int_0^1\frac{f\,df}{\sqrt{1-f}}
=\frac{2\nu_cH}{c}\int_0^1\frac{1-u}{\sqrt u}\,du
=\frac{8\nu_cH}{3c},
$$

where $u=1-f$ and the last integral is $2-2/3=4/3$. For 10.6 µm, $\nu_c=5.265\times10^{12}$ s$^{-1}$. With $H=100$ µm, $\tau=4.7$, so about 99% is absorbed in this model. The estimate holds $T,Z,L$ fixed along the ramp and needs $H\gg\lambda$; very near $f=1$ the local wave description fails, although the integral converges.

Thus a long absorption length at $f=0.1$ does not imply weak absorption by the whole plume. In this ramp about 1% of the absorbed power is deposited below $f=0.1$, about half between $f=0.5$ and $0.9$, and about a quarter beyond $f=0.9$.

**Q.** Your approximation used $\nu\ll\omega$. At 1.064 µm, $\nu/\omega=0.03$. Surely the error is its square, about 0.1%?

**A.** It would be, if every electron had the same collision frequency. Here slow electrons violate the approximation however small the mean ratio is. Let $v_t=\sqrt{T/m}$, $x=v/v_t$ and $a=\nu(v_t)/\omega$, so $\nu(v)/\omega=a/x^3$. Keeping the full denominator multiplies the integrand for $\operatorname{Re}\sigma$ by $1/(1+a^2/x^6)$. Since $-F_0'\propto xe^{-x^2/2}$, whose integral over $x$ is one, the fractional loss of $\operatorname{Re}\sigma$ is

$$
D=\int_0^\infty xe^{-x^2/2}\frac{a^2}{x^6+a^2}\,dx .
$$

Set $x=a^{1/3}y$. For small $a$ the exponential tends to one in the region that contributes, and with $u=y^2$

$$
D\approx a^{2/3}\int_0^\infty\frac{y\,dy}{1+y^6}
=\frac{a^{2/3}}2\int_0^\infty\frac{du}{1+u^3}.
$$

Call the last integral $I$. Replacing $u$ by $1/u$ shows that $I$ also equals $\int_0^\infty u\,du/(1+u^3)$. Adding the two forms and cancelling $1+u$,

$$
2I=\int_0^\infty\frac{du}{1-u+u^2}
=\frac2{\sqrt3}\left(\frac\pi2+\frac\pi6\right)=\frac{4\pi}{3\sqrt3},
\qquad D\approx\frac{\pi}{3\sqrt3}a^{2/3}.
$$

At 1.064 µm $a=0.111$ and this leading term is 14%; at 10.6 µm $a=0.0111$ and it is 3%. Numerical integration of the full complex conductivity gives lengths of 62.3 and 5566 µm. Their ratio is 89.4, with $L$ still fixed. When $L$ is reduced by a factor $10^5$ to make collisions very weak, the same integration gives 99.24, as the scaling law requires.

**Q.** I also distrust the fixed Coulomb logarithm. Does the thinner plasma not allow more distant collisions?

**A.** It does, and this is the larger correction. The field frequency limits the useful impacts. For a distant passage take a straight path, with $y=\omega b/v$ and $s=vt/b$. The Fourier components of the force across and along the path are

$$
\frac{Zk}{bv}\int_{-\infty}^{\infty}\frac{\cos ys\,ds}{(1+s^2)^{3/2}}=\frac{2Zk}{bv}yK_1(y),
\qquad
\frac{Zk}{bv}\int_{-\infty}^{\infty}\frac{s\sin ys\,ds}{(1+s^2)^{3/2}}=\frac{2Zk}{bv}yK_0(y).
$$

The second follows by parts from $K_0(y)=\int_0^\infty\cos(ys)\,ds/\sqrt{1+s^2}$. Differentiating the first integral with respect to $y$ gives minus the second, and $(yK_1)'=-yK_0$; both sides vanish at large $y$, which fixes the first.

Emission at $\omega$ is proportional to the squared Fourier component of the acceleration, and in thermal equilibrium absorption is proportional to emission. Integration over $2\pi b\,db$ therefore replaces $\int db/b$ by

$$
\int_{x_0}^\infty y(K_0^2+K_1^2)\,dy=x_0K_0(x_0)K_1(x_0)\to\ln\frac{1.123}{x_0},
\qquad x_0=\frac{\omega b_{\min}}v\ll1 .
$$

The integral has this closed form because $K_0'=-K_1$ and $K_1'=-K_0-K_1/y$ give $(yK_0K_1)'=-y(K_0^2+K_1^2)$. The cutoff is thus near $b=v/\omega$: in much more distant passages the force rises and falls smoothly over a field period or longer, and its component at $\omega$ is small.

Screening gives another cutoff, the Debye length $\sqrt{\epsilon_0T/(ne^2)}$. At fixed $f$ and $T$ both lengths grow as $\lambda$, while $b_0$ stays fixed. In this cutoff estimate, at a given electron speed, $L$ therefore increases by $\ln(10.6/1.064)=2.30$.

**Q.** How far does that move the factor of 99?

**A.** Use $v=\sqrt{3T/m}$ and the smaller cutoff. Then $b_0=0.160$ nm, and $v/\omega$ is 2.25 nm at 1.064 µm and 22.39 nm at 10.6 µm. The electron Debye lengths, 4.10 and 40.88 nm, are larger. (Counting screening by ions at the same temperature would divide them by $\sqrt{1+Z}$, to 1.24 and 12.3 nm, below $v/\omega$; the assumption of independent ions leaves this out.) So

$$
L_{1.064}=\ln\frac{2.25}{0.160}=2.64,\qquad
L_{10.6}=\ln\frac{22.39}{0.160}=4.94 .
$$

The ratio of lengths becomes $99.25\times2.64/4.94\approx53$. Including the slow-electron correction as well gives 49, but this is not a more accurate value. The rate $A/v^3$ fails for the very electrons that cause the correction: the definitions give $\nu(v)/\omega=fL\,\omega b_0/v$, so with $fL<1$, as here, an electron with $\nu(v)=\omega$ has $b_0>v/\omega$, and the logarithm has no meaning for it. A logarithm of 2.64 is small enough for factors of order one in its argument to matter: doubling both cutoffs adds $\ln2$ to each logarithm and changes 53 to about 59. The single speed and the straight-path cutoff matter too: averaging the absorption for exact Coulomb orbits over the Maxwellian, without screening, gives logarithms of about 2.8 and 4.1 and a ratio near 67. For this example, a factor of roughly 50 to 70 is a better estimate than 100 once $L$ is allowed to vary.

**Q.** Does a strong laser not also distort the Maxwellian on which $F_0(0)$ depends?

**A.** Yes. Averaged over angle, the force term $-(eE/m)\,\partial F/\partial v_z$ leaves $-(e/3mv^2)\,\partial(v^2EF_1)/\partial v$, where $E$ and $F_1$ both oscillate. The time average of their product is $\tfrac12E\operatorname{Re}F_1\approx eE^2\nu F_0'/(2m\omega^2)$ for $\nu\ll\omega$. To second order in the field, therefore,

$$
\frac{\partial F_0}{\partial t}=\frac{e^2E^2}{6m^2\omega^2v^2}\frac{\partial}{\partial v}\left(v^2\nu F_0'\right)
=\frac{C}{v^2}\frac{\partial}{\partial v}\left(\frac{F_0'}v\right),\qquad C=\frac{Av_{\rm osc}^2}{6},
$$

where $v_{\rm osc}=eE/(m\omega)$. Direct substitution confirms the solution $F_0\propto t^{-3/5}\exp[-v^5/(25Ct)]$: both sides equal $F_0[-3/(5t)+v^5/(25Ct^2)]$. At equal density and mean energy, its value at $v=0$ is 0.446 of the Maxwellian value, so absorption falls by that factor in the fully distorted limit if $L$ does not depend on speed. With exact Coulomb orbits the reduction is weaker, to a little under 0.6 in these two plasmas.

Electron-electron collisions restore the Maxwellian at a rate of order $\nu/Z$, while heating proceeds at order $\nu v_{\rm osc}^2/v_t^2$. Their ratio is $Z(v_{\rm osc}/v_t)^2$. It is 0.014 for $10^{11}$ W/cm² at 1.064 µm and 0.14 for $10^{10}$ W/cm² at 10.6 µm. Distortion is thus more relevant to the second case, where it would lengthen $\ell$; the partial effect has not been calculated.

**Q.** How close is all this to an actual extreme-ultraviolet source?

**A.** The parameters are rough values for a tin plasma used to make extreme-ultraviolet light: tens of eV, ion charge near 10, and a 10.6 µm drive laser. A real plume is not uniform at $f=0.1$. Moving to $f=0.9$ shortens the 10.6 µm length from 5402 to 22.2 µm in the formula with $L=3$ (25.7 µm with the full complex conductivity). The 100 µm scale is a round choice, and a real plume also has gradients of $T$ and $Z$, refraction and bound-electron absorption, which are not sized here.

Classical electrons are a fair approximation: the photon energy is at most $0.039T$ and the Fermi energy $0.0026T$ in the two cases, and $b_0$ is about 5.5 times $\hbar/(mv)$ at $v=\sqrt{3T/m}$. Independent ions are less secure. If ions and electrons share one temperature, the ratio of ion Coulomb energy to $T$ is 1.66 at 1.064 µm and 0.36 at 10.6 µm. The ion spacing and the ion screening length are comparable to $v/\omega$ in both plasmas, so ion correlations could lengthen both absorption lengths. This model gives neither the amounts nor which length changes more. The numerical output lists the values for both wavelengths.

## Values computed for the example and the checks

```
Electron temperature: 30 eV; ion charge: 10
Fixed Coulomb logarithm: 3.0; n/n_c: 0.1
Wavelength ratio: 9.9624; squared: 99.25
Kinetic length ratio, weak-collision limit: 99.24
--- wavelength 1.064 um ---
Critical density: 9.848e+20 cm^-3
Electron density: 9.848e+19 cm^-3
Angular frequency: 1.770e+15 s^-1
Collision frequency: 5.225e+13 s^-1; nu/omega: 0.0295
Absorption length, formula: 54.4 um
Absorbed in 100 um: 84.07 %
a = nu(v_t)/omega: 0.1110
Absorption length, kinetic: 62.3 um
b0: 0.160 nm; Debye: 4.10 nm; v/omega: 2.25 nm
Physical Coulomb logarithm: 2.64
Kinetic length with that logarithm: 70.0 um
Photon energy/T: 0.0388; Fermi energy/T: 2.6e-03
Ion coupling if T_i = T_e: 1.66
Intensity: 1e+11 W/cm^2; Z(v_osc/v_t)^2: 0.0141
--- wavelength 10.600 um ---
Critical density: 9.922e+18 cm^-3
Electron density: 9.922e+17 cm^-3
Angular frequency: 1.777e+14 s^-1
Collision frequency: 5.265e+11 s^-1; nu/omega: 0.0030
Absorption length, formula: 5402.0 um
Absorbed in 100 um: 1.83 %
a = nu(v_t)/omega: 0.0111
Absorption length, kinetic: 5565.9 um
b0: 0.160 nm; Debye: 40.88 nm; v/omega: 22.39 nm
Physical Coulomb logarithm: 4.94
Kinetic length with that logarithm: 3418.9 um
Photon energy/T: 0.0039; Fermi energy/T: 1.2e-04
Ion coupling if T_i = T_e: 0.36
Intensity: 1e+10 W/cm^2; Z(v_osc/v_t)^2: 0.1399
--- comparisons, 10.6 um over 1.064 um ---
Length ratio, formula: 99.25
Length ratio, kinetic, fixed logarithm: 89.4
Length ratio, formula, physical logarithms: 53.1
Length ratio, kinetic, physical logarithms: 48.9
Same density 9.922e+17 cm^-3, 1.064 um: 564.9 mm
Same density, length ratio: 0.00956
10.6 um at n/n_c = 0.9, formula: 22.2 um
10.6 um at n/n_c = 0.9, kinetic: 25.7 um
Absorption factor for fully distorted electrons: 0.446
```
